# Why semilocal functionals delocalise small polarons: a two-site account

**Q.** I see signs of an electron trapped on one metal ion, with the lattice distorted around it. My semilocal calculation spreads the same electron over all equivalent ions. What goes wrong?

**A.** The functional misjudges the energy of a site that holds a fraction of an electron. The exact energy at fixed nuclei is a straight line between neighbouring integer charges. A semilocal energy usually sags below that line, so sharing the electron looks too cheap.

**Q.** Where does the sag come from?

**A.** Take one spin-polarised electron in a hydrogen 1s orbital, in Hartree atomic units. Freeze the orbital and give it charge \(q\), so the density is \(q\rho\) with \(\rho=e^{-2r}/\pi\).

The electrostatic potential of \(\rho\) is \(1/r-e^{-2r}(1+1/r)\). Its average over \(\rho\) is

\[
1-4\int_0^\infty e^{-4r}(r^2+r)\,dr=1-4\left(\tfrac1{32}+\tfrac1{16}\right)=\tfrac58 .
\]

The Hartree energy is half of this times \(q^2\), or \(5q^2/16\). The electron should not repel itself, and exact exchange removes the term with \(-5q^2/16\). Local exchange instead depends on density to the power 4/3:

\[
E_x=-Xq^{4/3},\qquad X=\tfrac34\left(\tfrac6\pi\right)^{1/3}\int\rho^{4/3}d^3r,\qquad \int\rho^{4/3}d^3r=\tfrac{27}{64}\pi^{-1/3},
\]

which gives \(X=0.268\). Different powers of \(q\) cannot cancel at every charge:

\[
E(q)=-\tfrac q2+\tfrac{5}{16}q^2-Xq^{4/3},\qquad E''(q)=\tfrac58-\tfrac49Xq^{-2/3}.
\]

This is convex except below \(q\approx0.08\), where the exchange term wins. What sets the energy gained by sharing equally is the depth below the chord. Self-consistent PBE gives \(E(1/2)=-0.3032\) and \(E(1)=-0.5000\) hartree, so the midpoint lies \(-0.3032+0.2500=-0.0532\) hartree from the chord.

**Q.** Does that atomic error really carry over to an electron shared by two sites?

**A.** Yes, and stretched H₂⁺ shows it. Describe the sag by a parabola that vanishes at integer charge,

\[
\Delta E(n)=-\tfrac U2n(1-n),\qquad \Delta E(\tfrac12)=-\tfrac U8 ,
\]

so hydrogen has \(U=8\times0.0532=0.426\) hartree. Two half-filled atoms give an error \(-U/4\). They also carry net charges of \(+1/2\) each and repel by \(1/(4R)\), which the exact one-electron energy does not contain. At \(R=10\) bohr the sum is

\[
-\tfrac14(0.426-0.100)=-0.0815\ \text{hartree}.
\]

A separate PBE calculation puts the shared state \(0.0816\) hartree below a PBE hydrogen atom plus a distant proton. With exact exchange the energy lies within \(0.001\) hartree of the atomic value \(-0.5\) hartree.

For unequal charges with \(n_1+n_2=1\), we have \(n_1(1-n_1)=n_2(1-n_2)=n_1n_2\). Within the parabola the site errors then add to \(-Un_1n_2\), and an intersite repulsion \(Vn_1n_2\) changes this to \(-(U-V)n_1n_2\). For PBE hydrogen the parabola is exact only at the midpoint, where it was fitted: the error of the pair corresponds to \(U=0.414\) hartree at \(n_1=0.25\) and \(0.363\) at \(n_1=0.05\), and the curvature at half filling is \(0.467\) hartree. From here on, \(U\) means the difference \(U-V\).

**Q.** Why call it self-repulsion, if the error lowers the energy?

**A.** Since \(1=(n_1+n_2)^2\), we have \(2n_1n_2=1-n_1^2-n_2^2\), and therefore

\[
-Un_1n_2=\tfrac U2(n_1^2+n_2^2)-\tfrac U2 .
\]

Apart from a constant, the electron pays for concentrating its own charge. In this model the localised end is right by construction and the shared state is too low. PBE hydrogen behaves that way, but not every functional does: the local-exchange formula above gives \(-0.456\) hartree at \(q=1\) instead of \(-0.5\).

**Q.** My lattice also gains energy by distorting around the charge. Why doesn't that win?

**A.** It has two opponents. Let the sites be equal, with hopping \(t>0\), and give each a classical displacement \(x_i\), stiffness \(K\) and coupling \(g\). With real orbital amplitudes \(\sqrt{n_i}\),

\[
E=-2t\sqrt{n_1n_2}+\sum_i\left(\tfrac K2x_i^2-gx_in_i\right)-Un_1n_2 .
\]

Setting \(\partial E/\partial x_i=0\) gives \(x_i=gn_i/K\). Substituting this back gives \(-Sn_i^2\) per site, with \(S=g^2/(2K)\). Now let \(m=n_1-n_2\). Then \(n_1n_2=(1-m^2)/4\) and \(n_1^2+n_2^2=(1+m^2)/2\), so

\[
E(m)=-t\sqrt{1-m^2}-\tfrac S2(1+m^2)-\tfrac U4(1-m^2).
\]

Going from equal sharing, \(m=0\), to one site, \(m=1\), changes the energy by

\[
E(1)-E(0)=t-\tfrac S2+\tfrac U4 .
\]

Take round model values \(t=0.010\), \(S=0.030\) and \(U=0.050\) hartree (from \(K=0.24\) hartree/bohr² and \(g=0.12\) hartree/bohr). The change is \(0.0100-0.0150+0.0125=+0.0075\) hartree. Without the error it is \(-0.0050\) hartree. The self-repulsion is smaller than the lattice gain, but larger than what hopping leaves of it.

**Q.** Could a partly localised electron still survive?

**A.** Not at these values. Define \(A=S-U/2\) and differentiate:

\[
\frac{dE}{dm}=\frac{tm}{\sqrt{1-m^2}}-Sm+\frac U2m
=m\left(\frac{t}{\sqrt{1-m^2}}-A\right).
\]

The first term in the bracket is smallest at \(m=0\), where it equals \(t\). If \(A\le t\), the energy rises on both sides of \(m=0\), so two sites hold not even a metastable polaron. If \(A>t\), equal sharing is a maximum and the minima obey \(\sqrt{1-m^2}=t/A\). Their energy relative to sharing is

\[
-\frac{t^2}{A}-\frac A2\left(1-\frac{t^2}{A^2}\right)+t
=-\frac{A^2-2At+t^2}{2A}=-\frac{(A-t)^2}{2A}.
\]

The polaron is therefore lost when

\[
S-\tfrac U2\le t,\qquad\text{or}\qquad U\ge U_c=2(S-t).
\]

Here \(U_c=0.040\) hartree (1.09 eV), below the assumed \(U=0.050\) hartree (1.36 eV). For the exact energy, \(U=0\) and \(A=S\). Then \(\sqrt{1-m^2}=1/3\), the larger site charge is \((1+0.943)/2=0.971\), and the gain is \(0.020^2/0.060=0.00667\) hartree (0.181 eV). If \(S\le t\), even the exact energy has no polaron, and no correction should produce one.

**Q.** How can I remove the error without knowing \(U\) beforehand?

**A.** Add a term that vanishes at integer site charges, and choose its strength by demanding a straight line:

\[
E_\alpha=E+\frac\alpha2\sum_in_i(1-n_i),\qquad u=U-\alpha .
\]

Freeze the lattice and vary the total charge \(N\) from 0 to 1. For this step I take \(V=0\), because folding \(V\) into \(U\) used \(N=1\). Write \(n_i=Np_i\) with \(p_1+p_2=1\), and define \(Q=p_1^2+p_2^2\), which lies between 1/2 and 1. Apart from the constant elastic energy,

\[
E(N)=\min_p\left[Nh(p)+\tfrac u2(N^2Q-N)\right],\qquad
h(p)=-2t\sqrt{p_1p_2}-g\sum_ix_ip_i .
\]

At the minimum a change of \(p\) has no first-order effect, so the level of the electron is

\[
\varepsilon(N)=\frac{dE}{dN}=h+uNQ-\frac u2 .
\]

Let subscripts 0 and 1 denote the minimisers for \(N\to0\) and \(N=1\). Then

\[
D=\varepsilon(1)-\varepsilon(0)=h_1-h_0+uQ_1 .
\]

As \(N\to0\) the minimiser minimises \(h\) alone, so \(h_1\ge h_0\). For \(u>0\) this gives \(D\ge uQ_1\ge u/2\). For \(u<0\), use the fact that state 1 minimises \(h+uQ/2\):

\[
h_1+\tfrac u2Q_1\le h_0+\tfrac u2Q_0
\quad\Rightarrow\quad D\le\tfrac u2(Q_0+Q_1)\le\tfrac u2 .
\]

Thus \(D\) vanishes only at \(u=0\), which means \(\alpha=U\). Then \(E(N)=Nh_0\) is straight.

**Q.** Which distorted geometry should I use, if the semilocal functional won't give me a polaron?

**A.** In this model, with \(V=0\), any frozen geometry works. A lattice with both sites displaced equally and a lattice distorted around one site both give \(\alpha=0.050\) hartree. The uncorrected error is easier to see in the second: its mean curvature of \(E(N)\) is 0.042 hartree, against \(U/2=0.025\) hartree when the charge is shared equally. For a charge shared equally by \(M\) sites, \(\sum_in_i^2=N^2/M\), so the curvature falls to \(U/M\). A nearly straight \(E(N)\) for a spread-out electron is therefore weak evidence that the functional is sound.

**Q.** Can't I just increase \(\alpha\) until the electron localises?

**A.** That would give you a polaron, but not its energy. Replacing \(U\) by \(U-\alpha\) in the formulas above gives

| \(\alpha\) (hartree) | larger site charge | gain (hartree) |
|---:|---:|---:|
| 0 | 0.500 | 0 |
| 0.025 | 0.910 | 0.0016 |
| 0.050 | 0.971 | 0.0067 |
| 0.075 | 0.986 | 0.0124 |

In the second row \(A=0.030-0.0125=0.0175\) hartree, so the gain is \(0.0075^2/0.035=0.0016\) hartree, a quarter of the exact value. The last row nearly doubles the exact value. The numerical check confirms that the third row agrees with direct diagonalisation of the one-electron problem, including lattice relaxation.

**Q.** When would this cure let me down?

**A.** When the sag is not a parabola. In PBE hydrogen the level rises from \(-0.5000\) hartree at \(q=0\) to \(-0.2791\) at \(q=1\), but at \(q=0.05\) it is \(-0.6583\). Matching the end levels requires \(\alpha=0.221\) hartree, about half the midpoint value \(U=0.426\). The midpoint is then still \(-0.0532+0.221/8=-0.026\) hartree from the chord. So for a real material, check intermediate charges as well as the two ends.

The cure also fails when the fractional charges on different sites repel each other. Let \(V>0\), and let \(U\) again be the value for one site alone. The choice \(\alpha=U-V\) leaves the term \(\tfrac V2(N^2-N)\), which vanishes at \(N=1\) however the electron is shared. That is the right correction for the polaron, but \(E(N)\) still has curvature \(V\). Demanding a straight line then gives too large an \(\alpha\).

The two-site threshold is also no numerical prediction for your crystal, which has more neighbours, several phonon modes and quantum lattice motion. Even the absence of a metastable state is special to small models: with the same energy on a \(6\times6\times6\) simple cubic lattice, a localised minimum already exists at \(A=4t\), about \(1.1t\) above the spread-out state, and it becomes the lower state only between \(A=5t\) and \(5.5t\). What you can carry over is the comparison to make: lattice gain against hopping and spurious self-repulsion together.

## Computed values

```
HYDROGEN, energies in hartree
frozen 1s Hartree coefficient       0.3125
frozen 1s local exchange X          0.2680
exact exchange E(1/2)               -0.2500
exact exchange E(1)                 -0.5000
PBE E(1/2)                          -0.3032
PBE E(1)                            -0.5000
PBE E(1/2) minus chord              -0.0532
U from the midpoint                 0.4258
level at q = 0                      -0.5000
PBE level at q = 0.05               -0.6583
PBE level at q = 0.25               -0.6201
PBE level at q = 0.50               -0.5107
PBE level at q = 0.75               -0.3928
PBE level at q = 1.00               -0.2791
PBE level(1) - level(0)             0.2209
H2+ distance (bohr)                 10.0
H2+ exact exchange energy           -0.5003
H2+ PBE energy                      -0.5816
H2+ PBE minus PBE H atom            -0.0816
predicted -(U - 1/R)/4              -0.0815
TWO-SITE MODEL, energies in hartree
hopping t                           0.0100
stiffness K (hartree/bohr^2)        0.24
coupling g (hartree/bohr)           0.12
lattice energy S                    0.0300
curvature U                         0.0500
full localisation: hopping          +0.0100
full localisation: lattice          -0.0150
full localisation: self-repulsion   +0.0125
sum without self-repulsion          -0.0050
sum with self-repulsion             +0.0075
critical U from Hessian             0.0400
E(N) curvature, even lattice        0.0250
E(N) curvature, trapping lattice    0.0419
tuned alpha, trapping lattice       0.0500
tuned alpha, even lattice           0.0500
alpha, larger site charge, energy gain of localisation
  0.000   0.500   0.00000
  0.025   0.910   0.00161
  0.050   0.971   0.00667
  0.075   0.986   0.01243
exact gain by diagonalisation       0.00667
exact gain (eV)                     0.181
critical U (eV)                     1.088
model U (eV)                        1.361
exact displacement, site 1 (bohr)   0.486
exact displacement, site 2 (bohr)   0.014
```
